# Shear rigidity of a free Fermi gas with relaxed or frozen occupations, part 1

(Sections cited here and not found follow in the second part.)

## First half: two energies for one sheared gas

Q: A gas takes the shape of its container and does not resist the change. What is there to calculate about the shear modulus of a free Fermi gas?

A: The answer depends on what the particles do while the container changes shape, so that has to be specified first. Take $N$ noninteracting spin-1/2 fermions of mass $m$ in a periodic cell of volume $V$, with density $n=N/V$. A plane wave with wavevector $\mathbf k$ has energy $\varepsilon=\hbar^2k^2/2m$. Write the three edge vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ of the cell as the columns of a matrix $A$. A wave is periodic if its phase advances by a multiple of $2\pi$ along each edge:

$$\mathbf k\cdot\mathbf a_i=2\pi m_i,\qquad\text{or}\qquad A^{T}\mathbf k=2\pi\mathbf m,$$

with integer labels $\mathbf m=(m_1,m_2,m_3)$. Hence $\mathbf k=2\pi A^{-T}\mathbf m$, where $A^{-T}$ is the inverse of the transpose.

Now deform the cell homogeneously, $\mathbf r\to F\mathbf r$, so that $A\to FA$. The state with the same labels acquires the wavevector

$$\mathbf k'=2\pi(FA)^{-T}\mathbf m=F^{-T}\,2\pi A^{-T}\mathbf m=F^{-T}\mathbf k .$$

The levels therefore move when the cell is sheared. What remains open is which levels are occupied afterwards.

Q: And which quantity do you call the shear modulus?

A: Take simple shear in the $xy$ plane,

$$F=\begin{pmatrix}1&\gamma&0\\0&1&0\\0&0&1\end{pmatrix},$$

which moves a point at height $y$ sideways by $\gamma y$. Here $\gamma$ is the engineering shear strain, and $\det F=1$, so the volume stays fixed. If $u(\gamma)$ is the energy per volume, the modulus is

$$G=\left.\frac{d^2u}{d\gamma^2}\right|_{\gamma=0}.$$

When the gas is deformed slowly enough to stay in equilibrium at a fixed temperature, exchanging heat with its surroundings, the work of deformation is the change of the free energy, and $u$ is then replaced by the free energy per volume.

Q: Let the particles settle into the lowest levels after each small shear. The levels have moved, so why should the energy not change?

A: Individual levels move, but their density in $\mathbf k$ space does not. The allowed wavevectors form a lattice generated by the columns of $2\pi A^{-T}$. The volume per point is the magnitude of the determinant of that matrix,

$$\frac{(2\pi)^3}{|\det A|}=\frac{(2\pi)^3}{V}.$$

The shape of the cell has dropped out. For a large cell at zero temperature, the occupied states fill a sphere of radius $k_F$, with two spin states per point:

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

The energy per volume is

$$u_0=\frac{2}{(2\pi)^3}\int_0^{k_F}4\pi k^2\,\frac{\hbar^2k^2}{2m}\,dk=\frac{\hbar^2k_F^5}{10\pi^2m}.$$

With the Fermi energy $E_F=\hbar^2k_F^2/2m$, the product $nE_F$ equals $\hbar^2k_F^5/(6\pi^2m)$. The ratio of the two expressions is $6/10$, so

$$u_0=\tfrac35\,nE_F .$$

This depends on the density alone. Shear at constant volume leaves $n$, $k_F$ and $u_0$ unchanged, and the static modulus of the refilled gas is zero. The new ground state is again a sphere, although it is made up of particles with different labels.

Q: You replaced a sum by an integral. A modulus is a second derivative, and a small error in an energy may have a large second derivative.

A: That objection is sound, and it fixes the order in which limits are taken. For a smooth function $g$, the sum over allowed wavevectors can be written as

$$\sum_{\mathbf k}g(\mathbf k)=\frac{V}{(2\pi)^3}\sum_{\mathbf R}\int d^3k\,g(\mathbf k)\,e^{i\mathbf k\cdot\mathbf R},$$

where $\mathbf R$ runs over all integer combinations of the cell edges. The reason is that $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ vanishes unless $\mathbf k$ is allowed, and it forms a spike of weight $(2\pi)^3/V$ at each allowed point.

The term $\mathbf R=0$ is the integral I used. The shape of the cell enters through the terms with $\mathbf R\ne0$. At a positive temperature $T$ and chemical potential $\mu$, the grand potential is a sum of this kind with

$$g=-2k_BT\ln\!\left[1+e^{(\mu-\varepsilon)/k_BT}\right].$$

This function is smooth and falls off rapidly at large $k$, so its Fourier transform decreases faster than any power of $R$. Two derivatives with respect to $\gamma$ bring down at most two powers of $R$, and the shape-dependent terms still vanish as the cell grows. The same holds for the particle number, and therefore for the free energy at fixed $N$.

So the cell is made large at positive temperature, the shear derivative is taken, and the temperature may then go to zero. In a small cell at zero temperature, levels cross the Fermi energy one after another as $\gamma$ changes, and the energy has kinks. Those kinks belong to the finite cell.

Q: Has this been tried on actual levels?

A: Yes, with 4290 particles in a cubic cell at $k_BT=0.15\,E_F$. The levels were refilled at fixed particle number for $\gamma=-0.1$, $0$ and $0.1$. The curvature of the free energy per volume, taken from these three points, came out as $2.0\times10^{-7}$ of the pressure of the gas. With smaller steps in $\gamma$ it settles at about $9\times10^{-7}$, a remnant of the finite cell. Both values agree with a vanishing static modulus.

Q: Then suppose the particles have no time to change levels. What does the same shear cost?

A: Each particle keeps its labels, so its wavevector becomes $F^{-T}\mathbf k$. The inverse of simple shear by $\gamma$ is simple shear by $-\gamma$, and transposing it gives

$$F^{-T}=\begin{pmatrix}1&0&0\\-\gamma&1&0\\0&0&1\end{pmatrix},\qquad
\mathbf k'=(k_x,\;k_y-\gamma k_x,\;k_z).$$

The squared length is

$$k'^2=k_x^2+(k_y-\gamma k_x)^2+k_z^2=k^2-2\gamma k_xk_y+\gamma^2k_x^2 .$$

Average this over the particles, writing $\langle\cdots\rangle$ for the average over the initial occupation. That occupation is isotropic. Reversing the sign of $k_x$ leaves it unchanged, so $\langle k_xk_y\rangle=0$. The three axes are equivalent, so $\langle k_x^2\rangle=\langle k^2\rangle/3$. Therefore

$$\langle k'^2\rangle=\langle k^2\rangle\left(1+\frac{\gamma^2}{3}\right),\qquad u(\gamma)=u_0\left(1+\frac{\gamma^2}{3}\right).$$

Differentiating twice gives

$$G=\frac{2u_0}{3}.$$

With frozen occupations the gas is rigid in shear. The sphere has become an ellipsoid of the same volume, and an ellipsoid has a higher mean square radius than the sphere.

Q: Two thirds of the energy density looks like the pressure. Is that a coincidence of this calculation?

A: Both quantities come from the same rule for the wavevectors. For a uniform expansion, $F=\lambda\mathbf 1$ and $\mathbf k'=\mathbf k/\lambda$. The total energy then scales as $\lambda^{-2}$. Since $V=\lambda^3V_0$,

$$E=E_0\left(\frac{V}{V_0}\right)^{-2/3}.$$

The pressure is minus the volume derivative:

$$P=-\frac{dE}{dV}=\frac23\,\frac{E}{V}=\frac{2u_0}{3}.$$

Hence $G=P$ for frozen occupations. At zero temperature, inserting $u_0=\frac35nE_F$ gives

$$G=P=\tfrac25\,nE_F .$$

Q: You froze the occupations in that pressure too. The pressure of the gas at rest in equilibrium might be another number.

A: For a uniform expansion the two agree. Every energy is multiplied by the same factor $\lambda^{-2}$, so the order of the levels is preserved. At zero temperature the filled sphere remains a filled sphere, and no refilling is needed. At positive temperature, the old occupations form an equilibrium distribution with $T$ and $\mu$ both multiplied by $\lambda^{-2}$. Frozen occupations also keep the entropy fixed, and the equilibrium pressure is $-(\partial E/\partial V)$ at fixed entropy. Freezing therefore makes no difference to the pressure at rest, or to a slow uniform compression without heat exchange, while it decides the response to shear.

Q: Did the argument for $G=P$ need zero temperature anywhere?

A: It did not. It used an isotropic initial occupation and an energy proportional to $k^2$. The factor $\frac25nE_F$ is special to zero temperature, whereas $G=P$ is not. In the dilute, hot limit the energy density is $\frac32nk_BT$, and both $G$ and $P$ become $nk_BT$. The Pauli principle sets how large the pressure is at low temperature, but it is not what turns pressure into rigidity.

The cell of 4290 particles gives a test at $k_BT=0.15\,E_F$. The pressure was taken from the refilled free energy at slightly different volumes, and the modulus from the energy at fixed occupations. Their ratio was 1.00000.

Q: I would have described a shear by a symmetric strain matrix, with $\gamma/2$ in the two off-diagonal places. Do I get the same modulus?

A: You get a different curvature, because that matrix changes the volume at second order. Its block in the $xy$ plane has eigenvalues $1+\gamma/2$ and $1-\gamma/2$, so

$$\det F=1-\frac{\gamma^2}{4}.$$

Along the eigenvectors the wavevector components are divided by these factors. The frozen energy per original volume is

$$\frac{u_0}{3}\left[\frac1{(1+\gamma/2)^2}+\frac1{(1-\gamma/2)^2}+1\right].$$

Since $(1+x)^{-2}=1-2x+3x^2+\dots$, the first two terms add to $2+6(\gamma/2)^2=2+\frac32\gamma^2$ up to second order. The energy is $u_0(1+\gamma^2/2)$ and its curvature is $u_0=\frac32P$.

The surplus is pressure work. The cell has shrunk by the fraction $\gamma^2/4$, which costs $P\gamma^2/4$ per volume and adds $P/2$ to the curvature. Direct integration over the deformed sphere gave 1.5001 for the ratio of this curvature to $P$. The refilled gas also shows the curvature $P/2$ on this path, although it has no shear rigidity. A gas under pressure must be sheared at fixed volume if the curvature is to be read as a shear modulus.

Q: Then perhaps simple shear is itself a special path, and another path at fixed volume gives yet another value.

A: Try pure shear: stretch $x$ by $e^{\gamma/2}$ and shrink $y$ by $e^{-\gamma/2}$. The squared components $k_x^2$ and $k_y^2$ are multiplied by $e^{-\gamma}$ and $e^{\gamma}$, so

$$u=\frac{u_0}{3}\left(e^{-\gamma}+e^{\gamma}+1\right)=u_0\left(1+\frac{\gamma^2}{3}+\dots\right).$$

The modulus is the same. The general reason is as follows. For any $F$,

$$k'^2=\mathbf k^TF^{-1}F^{-T}\mathbf k=\mathbf k^T(F^TF)^{-1}\mathbf k .$$

Let the eigenvalues of $F^TF$ be $e^{2\eta_1},e^{2\eta_2},e^{2\eta_3}$, where the $\eta_i$ are the logarithms of the principal stretches. Averaging over an isotropic occupation gives

$$\frac{u}{u_0}=\frac13\sum_ie^{-2\eta_i}=1-\frac23\sum_i\eta_i+\frac23\sum_i\eta_i^2+\dots$$

At fixed volume $\sum_i\eta_i=0$, so the linear term vanishes at every order in $\gamma$. The quadratic term needs the $\eta_i$ to first order alone. For a shear $\gamma$ these are $\gamma/2$, $-\gamma/2$ and $0$, and the result is $1+\gamma^2/3$. Every volume-preserving path with the same first-order shear strain therefore has the same modulus.

## Second half: stress, time and the size of the effect

The symbols carried over are these. The gas has density $n$, Fermi wavevector $k_F$, Fermi energy $E_F$, kinetic energy density $u_0$ and pressure $P=2u_0/3$, equal to $\frac25nE_F$ at zero temperature. A deformation $F$ at fixed volume, with engineering shear $\gamma$, takes frozen wavevectors to $F^{-T}\mathbf k$. For simple shear this gives $\mathbf k'=(k_x,k_y-\gamma k_x,k_z)$ and $u=u_0(1+\gamma^2/3)$, so $G=P$. With refilled levels $G=0$. Angle brackets are averages over the initial isotropic occupation.

Q: An energy curvature is somewhat abstract. Where is the force that opposes the shear?

A: It is a flow of momentum. A particle with wavevector $\mathbf k'$ carries momentum $\hbar k'_x$ and crosses a plane normal to $y$ with velocity $\hbar k'_y/m$. Counting tension as positive stress, so that momentum flow enters with a minus sign,

$$\sigma_{xy}=-\frac{n\hbar^2}{m}\langle k'_xk'_y\rangle .$$

Insert the sheared wavevectors:

$$\langle k'_xk'_y\rangle=\langle k_xk_y\rangle-\gamma\langle k_x^2\rangle=-\gamma\langle k_x^2\rangle .$$

Since $u_0=n\hbar^2\langle k^2\rangle/2m$ and $\langle k_x^2\rangle=\langle k^2\rangle/3$, the combination $n\hbar^2\langle k_x^2\rangle/m$ equals $2u_0/3=P$. Thus

$$\sigma_{xy}=P\gamma .$$

It agrees with $du/d\gamma=\frac23u_0\gamma$, the work done per unit of shear. No expansion in $\gamma$ was made, so in simple shear the stress is linear at finite strain too. Integration over the deformed sphere at $\gamma=0.3$ gave 1.00000 for $\sigma_{xy}/(P\gamma)$.

In pictures, the material is stretched along one diagonal of the $xy$ plane and wavelengths grow along it. Momenta shrink in that direction, the gas pushes less strongly there, and it pushes harder along the other diagonal. That imbalance is the restoring stress.

The free Fermi gas has zero static shear modulus when its levels are refilled, but with frozen occupations its modulus equals its pressure, and simple shear produces the stress $\sigma_{xy}=P\gamma$. It remains to explain how a free particle's momentum can change under shear, how collisions connect the two limits, and how large the effect is in a metal once exchange and the ions are considered.
